# Electron temperature and density in a global nitrogen-discharge model

A silicon wafer with a thin gate oxide lies in a flat chamber filled with nitrogen at 10 mTorr. A coil heats the electrons, the electrons ionise the gas, and ions and radicals carry nitrogen to the oxide. The operator doubles the absorbed power. Do the electrons become hotter, or do they become more numerous?

Counting charges suggests an answer. Each electron ionises at a rate set by the electron temperature and the gas density. Each ion is lost at a rate set by its speed and the chamber size. Both totals are proportional to the plasma density, so the density cancels from their balance. What remains fixes the temperature, and the power must then fix the density.

This needs more than a fixed gas composition. The gas density must also be fixed, since hot gas at constant pressure is thinner. We further assume a uniform Maxwellian electron temperature, ionisation in one step from the ground state, loss of charge at the walls alone, and a charged wall layer, the sheath, much thinner than the chamber.

## A balance small enough for hand calculation

Let $T$ be the electron temperature in eV, so that the thermal energy is $eT$ in joules. Let $m$ and $M$ be the electron and ion masses, $n_g$ the gas density, and $u_B=\sqrt{eT/M}$ the Bohm speed, at which ions enter the wall sheath. The loss frequency per ion is written $\kappa u_B$, where $\kappa$ is an inverse length. For now take $\kappa=6.542\ \mathrm{m^{-1}}$ as given; it is derived below. In steady state

$$n_g k_{iz}(T)=\kappa u_B(T),\qquad F(T)\equiv\frac{k_{iz}}{u_B}=\frac{\kappa}{n_g}. \tag{1}$$

The ionisation rate coefficient $k_{iz}$ is the average of cross section times speed. The Maxwell energy distribution is $2\pi^{-1/2}T^{-3/2}\sqrt E\,e^{-E/T}$ and the speed is $\sqrt{2eE/m}$. Their product gives, for any cross section $\sigma$,

$$\langle\sigma v\rangle=\frac{\bar v}{T^2}\int_0^\infty \sigma(E)\,E\,e^{-E/T}dE,\qquad \bar v=\sqrt{\frac{8eT}{\pi m}}. \tag{2}$$

Near threshold we take $\sigma=C(E-I)$ for $E>I$, and zero below. Put $E=I+y$:

$$\int_0^\infty Cy(I+y)e^{-y/T}dy=C(IT^2+2T^3).$$

Hence $k_{iz}=C\bar v(I+2T)e^{-I/T}$. Both $\bar v$ and $u_B$ contain $\sqrt T$, which cancels:

$$F(T)=\sqrt{\frac{8M}{\pi m}}\;C\,(I+2T)\,e^{-I/T}. \tag{3}$$

Both $T$-dependent factors increase with $T$. $F$ rises from zero without bound, so this model has one root.

With $a=\sqrt{8M/\pi m}\,C\,n_g/\kappa$, the equation is $a(I+2T)e^{-I/T}=1$. It supplies its own bracket when $aI>1$. Since $I+2T>I$, the root obeys $aIe^{-I/T}<1$, hence

$$T<T_{hi}=\frac{I}{\ln(aI)}.$$

Since now $I+2T<I+2T_{hi}$, the root also obeys $a(I+2T_{hi})e^{-I/T}>1$, hence

$$T>T_{lo}=\frac{I}{\ln[a(I+2T_{hi})]}.$$

If $aI\le1$, one doubles a trial upper temperature until $F$ exceeds the target, but the linear cross section may then be used beyond its range.

For the example, $I=15.6$ eV, $C=6.5\times10^{-22}\ \mathrm{m^2/eV}$ and $n_g=1.931\times10^{20}\ \mathrm{m^{-3}}$. The target is $\kappa/n_g=3.388\times10^{-20}\ \mathrm{m^2}$. The mass factor in (3) is 360.6. With unrounded values carried through here and below,

$$a=\frac{360.6\times6.5\times10^{-22}}{3.388\times10^{-20}}=6.919\ \mathrm{eV^{-1}}.$$

Then $aI=107.9$ and $T_{hi}=15.6/4.682=3.332$ eV. Next, $a(I+2T_{hi})=154.1$ and $T_{lo}=15.6/5.037=3.097$ eV. Halve the interval, keeping the half in which $G=a(I+2T)e^{-I/T}$ crosses one:

| Midpoint (eV) | $G$ | Keep |
|---|---:|---|
| 3.215 | 1.190 | lower half |
| 3.156 | 1.081 | lower half |
| 3.126 | 1.029 | lower half |
| 3.112 | 1.004 | lower half |

The root lies between 3.097 and 3.112 eV. Further halving gives $T=3.109$ eV, or about 36,100 K. No power has been used.

The logarithmic slope tells how firmly $T$ is held:

$$\frac{d\ln F}{d\ln T}=\frac IT+\frac{2T}{I+2T}=5.30. \tag{4}$$

A 1% rise in $\kappa/n_g$ therefore raises $T$ by about 0.19%. The steep factor $e^{-I/T}$ makes a small temperature change sufficient.

## Where the wall-loss length comes from

Consider a gap of width $2l$, with $x=0$ at its centre. Ions are born at rest and flow outward at speed $u$. Collisions remove their momentum over a length $\lambda$, giving a drag force $Mu^2/\lambda$ per ion. This form neglects the thermal motion of the gas. It holds where ions drift much faster than the molecules move, and it underestimates the drag near the centre; the size of the error is estimated at the end. The plasma is quasineutral, and the electron pressure balances the electric force on the electrons. The same field therefore pushes the ions with force density $-eT\,dn/dx$.

Let $w=u/u_B$ and let a prime mean $d/dx$. Continuity and momentum become

$$(nw)'=\kappa n,\qquad (nw^2)'+n'=-\frac{nw^2}{\lambda}. \tag{5}$$

Here $\kappa=n_gk_{iz}/u_B$, as in (1). Expand $(nw^2)'=w(nw)'+nww'=\kappa nw+nww'$. Continuity also gives $n'=n(\kappa-w')/w$. Insert both in the momentum equation and multiply by $w/n$:

$$w^2w'+\kappa-w'=-\kappa w^2-\frac{w^3}{\lambda},$$

$$(1-w^2)w'=\kappa(1+w^2)+\frac{w^3}{\lambda}. \tag{6}$$

The speed starts at zero and its gradient diverges at $w=1$. There the quasineutral description ends and the sheath begins, which is why ions leave at $u_B$. The sheath is taken as thin, so this point is placed at $x=l$.

Define $K=\kappa l$ and $s=l/\lambda$. Integrating $dx=dw/w'$ from centre to edge gives

$$1=\int_0^1\frac{1-w^2}{K(1+w^2)+sw^3}\,dw. \tag{7}$$

The integral falls as $K$ grows and diverges as $K\to0$. Without collisions its value is one at $K=\pi/2-1$, because $(1-w^2)/(1+w^2)=2/(1+w^2)-1$. Collisions enlarge the denominator, so they lower $K$. A number just above $\pi/2-1$ is thus a safe upper end, and a lower end is found by repeated halving. Bisection then gives the one root.

For many collisions, $s\gg1$, the important speeds are small. Drop $w^2$ beside one and extend the integral to infinity:

$$1\simeq\int_0^\infty\frac{dw}{K+sw^3}=K^{-2/3}s^{-1/3}J,\qquad J=\int_0^\infty\frac{dz}{1+z^3}.$$

Replacing $z$ by $1/z$ gives the same $J$ with numerator $z$. The mean of the two forms is

$$J=\frac12\int_0^\infty\frac{dz}{z^2-z+1}=\frac{2\pi}{3\sqrt3},\qquad K\simeq J^{3/2}s^{-1/2}.$$

Our gap has $l=50$ mm. An ion-gas cross section of $10^{-18}\ \mathrm{m^2}$ gives $\lambda=5.18$ mm and $s=9.66$. Equation (7) yields $K=0.327$, hence $\kappa=0.327/0.05=6.54\ \mathrm{m^{-1}}$. The collisionless value is 0.571. The strongly collisional formula gives 0.428, which is 31% above the solution of (7). That formula is a limit of (7), not of a real warm gas: as $s$ grows, the ions drift more slowly than the molecules move, and the assumed drag law fails. At $s=100$ and 500 K, thermal motion already brings $K$ below half the formula's value.

$K$ has a direct meaning. Integrating continuity from centre to edge gives $n_s=\kappa l\bar n=K\bar n$, where $n_s$ is the edge density and $\bar n$ the mean. The ion flux to each plate is therefore $K\bar nu_B$.

As a test, equations (5) were integrated without the elimination that led to (6), using this $K$ and $s$. The speed reached $w=0.999$ within $10^{-5}l$ of the assumed edge.

## What each ion pair costs

Density follows from the energy spent for each electron-ion pair lost. One part is spent at the wall and one in collisions.

**The sheath.** A floating wall draws no net current. The one-way Maxwell flux at the edge is $n_s\bar v/4$, and a retarding potential $V_s$ reduces it by $e^{-V_s/T}$. Setting it equal to the ion flux $n_su_B$ gives

$$V_s=T\ln\frac{\bar v}{4u_B}=\frac T2\ln\frac{M}{2\pi m}=4.50\,T.$$

This also supplies the mass factor used earlier: $\bar v/u_B=4e^{4.5015}=360.6$.

**The escaping electrons.** At the wall, their energy normal to the surface is distributed in flux as $e^{-\varepsilon/T}$, with mean $T$. The two transverse directions add $T/2$ each. An escaping electron thus delivers $2T$.

**The presheath.** Electron force balance makes the potential above the edge $T\ln(n/n_s)$. Electrons must climb it. Ions gain that energy and may pass some to the gas, but the electrons have paid all of it. Births are proportional to $n$, so the mean cost is $\psi T$ with

$$\psi=\frac1{n_s}\int_0^l\kappa n\ln\frac n{n_s}\,dx.$$

To evaluate it, divide $n'/n=(\kappa-w')/w$ by $w'$ and use (6):

$$\frac{d\ln n}{dw}=-\frac{w(2K+sw)}{K(1+w^2)+sw^3}. \tag{8}$$

Since $\kappa n\,dx=d(nw)$, integrate by parts. The boundary term vanishes because $w=0$ at the centre and the logarithm is zero at the edge. Thus

$$\psi=\int_0^1\frac{n}{n_s}\,\frac{w^2(2K+sw)}{K(1+w^2)+sw^3}\,dw=1.138.$$

The total wall energy is $W=(2+\psi+V_s/T)T$. Its three parts are 6.22, 3.54 and 14.00 eV.

**Collisions.** For a constant cross section $\sigma_0$ above threshold $E_0$, equation (2) gives

$$k=\sigma_0\bar v\left(1+\frac{E_0}{T}\right)e^{-E_0/T}.$$

Electronic excitation uses $8\times10^{-21}\ \mathrm{m^2}$ above 8 eV. Dissociation uses $5\times10^{-21}\ \mathrm{m^2}$ above 12 eV. Each event costs its threshold energy. Vibrational excitation uses $3\times10^{-20}\ \mathrm{m^2}$ between 1.8 and 3.5 eV, which is the difference of two such steps, and costs 0.6 eV.

In an elastic collision with a cold molecule, isotropic scattering transfers $2mE/M$ on average. Equation (2) then gives a loss coefficient $4(m/M)\sigma_{el}\bar vT$, with $\sigma_{el}=10^{-19}\ \mathrm{m^2}$.

Let $\mathcal L(T)$ be the sum of rate coefficient times energy loss. Dividing it by $k_{iz}$ gives the collisional cost per ion pair:

$$37.4+185.8+65.4+15.6+0.3=304.5\ \mathrm{eV},$$

for vibration, excitation, dissociation, ionisation and elastic collisions. With the wall energy the cost is $E_p=328.2$ eV. Only 15.6 eV of it is the ionisation energy.

## Density from power

For plasma volume $V$ and absorbed power $P$,

$$\bar n=\frac{P}{Ve[n_g\mathcal L(T)+\kappa u_BW(T)]}=\frac{P}{Ve\,n_gk_{iz}E_p}. \tag{9}$$

The second form uses (1). The chamber radius is 250 mm, so $V=0.01963\ \mathrm{m^3}$, and the ionisation frequency is $n_gk_{iz}=2.141\times10^4\ \mathrm{s^{-1}}$. At 500 W,

$$\bar n=\frac{500}{0.01963\times1.602\times10^{-19}\times2.141\times10^4\times328.2}=2.26\times10^{16}\ \mathrm{m^{-3}},$$

or $2.26\times10^{10}\ \mathrm{cm^{-3}}$. The ion flux to the wafer is $K\bar nu_B=2.42\times10^{19}\ \mathrm{m^{-2}s^{-1}}$, with $u_B=3270$ m/s.

## The method in general

The hand calculation becomes an algorithm for other gases and cross sections:

1. From gas density and gap, find $s$; solve (7) for $K$ and set $\kappa=K/l$.
2. Compute $F=k_{iz}/u_B$ by the average (2). Bracket the physical root of $F(T)=\kappa/n_g$ and bisect.
3. At that $T$, add the collision and wall losses and obtain $\bar n$ from (9).

The bracket deserves care. With $E=zT$, equation (2) gives

$$F(T)=\sqrt{\frac{8M}{\pi m}}\int_0^\infty\sigma(zT)\,z\,e^{-z}dz.$$

If $\sigma$ never decreases, neither does $F$. Real ionisation cross sections fall at high energy, so $F$ can fall too and cross the target again. To see this, let the linear law stop at $2.5\times10^{-20}\ \mathrm{m^2}$, reached at 54.1 eV, and let $\sigma$ fall as $1/E$ beyond. The root stays at 3.109 eV, but a second one appears at 14.3 keV. It lies far outside the model's purpose; the upper end of the bracket must exclude it.

For a gas with atom fraction $x$, there are two ion species. Assume the same $\kappa$ for both. Species $j$ obeys $n_{g,j}k_jn_e=\kappa u_jn_j$, where $n_e$ is the electron density. Divide by $\kappa u_jn_e$, sum, and use $\sum_jn_j=n_e$:

$$(1-x)F_{\mathrm{N_2}}(T)+xF_{\mathrm N}(T)=\frac{\kappa}{n_g}. \tag{10}$$

At fixed $x$ and $n_g$, the density has again cancelled.

## Does the temperature really ignore the power?

Equation (1) is the steady state of the density equation, so power cannot enter its root. What remains to be shown is that the plasma reaches this state from other starting points. We follow it in time, with power present throughout:

$$\frac{d\ln n}{dt}=n_gk_{iz}-\kappa u_B,$$

$$\frac{d}{dt}\left(\frac32nT\right)=\frac{P}{Ve}-n\left[n_g\mathcal L+\kappa u_BW\right].$$

Here $n$ is the mean density, and the wall flow is assumed to adjust at once. The runs began at $10^{16}\ \mathrm{m^{-3}}$, with starting temperatures of 2, 4 and 3 eV in the order of the table, and lasted 20 ms.

| Power (W) | Final $T$ (eV) | Final density ($10^{16}\ \mathrm{m^{-3}}$) |
|---|---:|---:|
| 250 | 3.109 | 1.131 |
| 500 | 3.109 | 2.262 |
| 1000 | 3.109 | 4.523 |

The temperatures agree with the bisection root to within one part in $10^5$, and density is proportional to power. The equations show the mechanism: whenever $T$ exceeds the root, density grows, and the power is shared among more electrons. The independence therefore belongs to the steady state. If 500 W is suddenly doubled, $T$ in this model first jumps to about 4.1 eV within a microsecond, then returns to within 1% of the root after about 60 microseconds.

The result should fail if a loss per ion depends on density. Add volume recombination with a rough coefficient $k_r=4\times10^{-14}\ \mathrm{m^3/s}$. The steady balance becomes $n_gF=\kappa+k_r\bar n/u_B$, which contains the density. The same three powers now give 3.122, 3.133 and 3.156 eV. At 500 W recombination adds about 4.1% to the loss; dividing by the slope 5.30 predicts a rise of 0.8%, as found.

## Reading the result for a real chamber

The example resembles an inductively coupled nitridation chamber for gate dielectrics. Its pressure, size and power are rough typical values, and so are its simplified cross sections. A temperature of a few eV and a density of order $10^{10}$ to $10^{11}\ \mathrm{cm^{-3}}$ are reasonable scales for such a source. The largest change among those estimated here comes from the Maxwellian assumption. A Druyvesteyn distribution, proportional to $\sqrt E\exp(-E^2/b^2)$ with constant $b$, has fewer fast electrons at the same mean energy. The Bohm speed then follows from $Mu_B^2=2e/\langle1/E\rangle$, which equals $eT$ for a Maxwellian. With $\kappa$ and the wall-cost ratio $W/T$ held fixed, this distribution needs an effective temperature, two thirds of the mean energy, of 4.66 eV, and the density drops to $1.10\times10^{16}\ \mathrm{m^{-3}}$, about half. Power independence survives if this shape stays fixed, but not in general if the shape changes with density.

The density also inherits the roughness of the loss cross sections, which do not enter (1) and leave $T$ unchanged. Doubling the excitation cross section lowers the density by 36%, halving it raises the density by 39%, and tripling the vibrational loss lowers it by 19%. The density should therefore be read as an order of magnitude.

The other omissions estimated here have smaller effects than the change of distribution:

- **Side wall.** Raising $\kappa$ by the ratio of side to end area, 0.4, gives 3.32 eV and lowers the density by 16%. This crude estimate gives all walls the same edge-to-mean ratio.
- **Gas heating.** At the same pressure, gas at 700 K instead of 500 K gives 3.39 eV and a density about 11% higher. Composition has not changed, but gas density has. If power heats the gas, $T$ therefore depends on power.
- **Dissociation.** With a rough wall-recombination probability of 0.05, balancing atom production and wall loss, at the electron density and temperature of the undissociated gas, gives atom fractions of 0.06, 0.11 and 0.20 at 250, 500 and 1000 W. Equation (10), with an atomic threshold of 14.5 eV and slope $6\times10^{-22}\ \mathrm{m^2/eV}$, gives 3.113, 3.117 and 3.124 eV. The lower threshold favours ionisation, but the smaller slope and the faster escape of the lighter ion oppose it, so the effects partly cancel. The density is less protected, because fewer molecules also means less molecular energy loss. If atomic excitation is neglected, the density rises by about 5, 10 and 19% at these fractions, and is then no longer exactly proportional to power. The higher density dissociates more gas. Iterated to consistency, the fractions become 0.06, 0.12 and 0.24, the temperatures 3.114, 3.118 and 3.127 eV, and the density rises 5, 11 and 24%.
- **Metastables.** If 1% of the molecules carry 6.2 eV, and their threshold is lowered by that amount at the same slope, $T$ falls to 3.08 eV and the density rises by about 2%.
- **Thermal motion of the gas.** Replace $u^2$ in the ion drag by $u\sqrt{u^2+v_g^2}$, where $v_g$ is 4/3 of the mean relative thermal speed of two molecules, about 1160 m/s at 500 K. This rough interpolation lowers $K$ to 0.275 and $T$ to 3.01 eV, and raises the density by 9%.
- **Sheath width.** The Debye length is 0.087 mm at mean density and 0.15 mm at the lower edge density. Solving Poisson's equation through the sheath, with the same ion drag, puts the floating wall about 1.0 mm, or seven edge Debye lengths, beyond the point where ions reach $u_B$. This is 2% of the half gap, which supports the thin-sheath assumption. The sheath thins as the density rises, so $T$ is not strictly independent of power: it falls by about 0.4% between 250 and 1000 W.

In this model pressure, unlike power, changes the electron temperature. At fixed gap and gas temperature, raising the pressure from 5 to 40 mTorr lowers $T$ from 3.73 to 2.28 eV: there are more molecules to ionise, and ions reach the walls less easily. The thermal correction to the ion drag grows with pressure: it would change these two temperatures to about 3.66 and 2.11 eV, leaving the trend intact. The numerical output below gives the intermediate pressures.

## Numbers as computed

```
pressure 10 mTorr, gas 500 K, power 500 W
gap 100 mm, radius 250 mm, volume 0.01963 m3
ion-gas cross section 1.0e-18 m2
ionisation: threshold 15.6 eV, slope 6.5e-22 m2/eV
vibration: 1.8-3.5 eV, 3e-20 m2, loss 0.6 eV
excitation: 8.0 eV, 8e-21 m2
dissociation: 12.0 eV, 5e-21 m2
elastic cross section 1e-19 m2
gas density 1.9313e+20 m^-3
ion momentum-loss length 5.178 mm, s = 9.656
K = edge/mean density = 0.32712, kappa = 6.5424 m^-1
collisionless K 0.57080, collisional estimate 0.42789
target kappa/n_gas 3.3876e-20 m2
bracket 3.0969 to 3.3322 eV, 32 halvings
electron temperature 3.10937 eV = 36083 K
sensitivity dlnF/dlnT 5.3021
ionisation rate coefficient 1.1086e-16 m3/s
Bohm speed 3272.5 m/s, ionisation frequency 2.1410e+04 s^-1
energy per ion pair, eV:
  vibration 37.43, excitation 185.77
  dissociation 65.43, ionisation 15.60, elastic 0.26
  collisions in all 304.49
  wall: electrons 6.22, presheath 3.54, sheath 14.00
  total 328.24
presheath factor psi 1.1376, sheath factor 4.5015
mean density 2.2616e+16 m^-3 = 2.2616e+10 cm^-3
ion flux to wafer 2.4211e+19 m^-2 s^-1
time evolution, no root finding:
  250 W: T 3.10937 eV, density 1.1308e+16 m^-3
  500 W: T 3.10937 eV, density 2.2616e+16 m^-3
  1000 W: T 3.10937 eV, density 4.5232e+16 m^-3
with recombination 4e-14 m3/s (rough):
  250 W: T 3.12154 eV, density 1.1201e+16 m^-3
  500 W: T 3.13329 eV, density 2.2199e+16 m^-3
  1000 W: T 3.15566 eV, density 4.3639e+16 m^-3
atoms, wall recombination probability 0.05 (rough):
  250 W: atom fraction 0.0592, T 3.11347 eV
  500 W: atom fraction 0.1117, T 3.11717 eV
  1000 W: atom fraction 0.2010, T 3.12357 eV
  all atoms: T 3.1893 eV; atom threshold 14.5 eV, slope 6e-22 m2/eV
pressure scan at the same gas temperature:
  5 mTorr: K 0.3975, T 3.7282 eV
  10 mTorr: K 0.3271, T 3.1094 eV
  20 mTorr: K 0.2568, T 2.6403 eV
  40 mTorr: K 0.1942, T 2.2788 eV
side wall added: T 3.3194 eV, density 1.889e+16 m^-3
Druyvesteyn: T 4.6616 eV, density 1.097e+16 m^-3
falling cross section: peak 2.5e-20 m2 at 54.1 eV
  T 3.1094 eV, spurious root 14.3 keV
metastables 1 % at 6.2 eV: T 3.0847 eV
gas at 700 K, same pressure: T 3.3877 eV
Debye length at mean density 0.0872 mm
```
